# Battle–Lemarié Scaling Function from Linear Splines and the Decay of Its Coefficients: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
# Result under test: the linear Battle-Lemarie scaling function
#   phi(x) = sum_n c_n beta(x-n),  beta(x) = max(0, 1-|x|),
# has orthonormal integer shifts when c_n are the Fourier coefficients of
# G(k)^(-1/2), G(k) = (2+cos k)/3, and for large n
#   c_n = (-1)^n 3^(1/4) r^n / sqrt(pi n) * (1 - 1/(4 sqrt(3) n) + ...),
# with r = 2 - sqrt(3).
# h_n: two-scale filter, phi(x) = sqrt(2) sum_n h_n phi(2x-n).
# t_n: kinetic matrix element between phi and its n-th shift.
# M: truncation, only coefficients with |n| <= M are kept.
import numpy as np
import mpmath as mp
from scipy import constants as const

mp.mp.dps = 90
r_mp = 2 - mp.sqrt(3)
r = float(r_mp)

# Overlap sum from its definition in Fourier space.
k_test = np.linspace(-3.0, 3.0, 13)
m_sum = np.arange(-400, 401)
gram_sum = (np.sinc(k_test[:, None] / (2 * np.pi) + m_sum) ** 4).sum(axis=1)
gram_dev = np.max(np.abs(gram_sum - (2 + np.cos(k_test)) / 3))
assert gram_dev < 1e-9

# High-precision Fourier coefficients; the periodic trapezoid rule
# converges exponentially for these analytic integrands.
n_k = 512
cos_table = [mp.cos(2 * mp.pi * j / n_k) for j in range(n_k)]
gram = [(2 + x) / 3 for x in cos_table]
inv_root = [1 / mp.sqrt(g) for g in gram]
filter_k = [mp.sqrt(2) * (1 + cos_table[j]) / 2
            * mp.sqrt(gram[j] / gram[(2 * j) % n_k]) for j in range(n_k)]


def fourier_coefficient(samples, n):
    return mp.fsum(samples[j] * cos_table[(j * n) % n_k]
                   for j in range(n_k)) / n_k


half_width = 80
c_mp = [fourier_coefficient(inv_root, n) for n in range(half_width + 1)]
nodes = np.arange(-half_width, half_width + 1)
c = np.array([float(c_mp[abs(n)]) for n in nodes])


def overlap(u, v):
    """Integral of two piecewise linear functions given at unit-spaced nodes.

    Simpson's rule is exact for the quadratic product on each interval."""
    u_mid = (u[1:] + u[:-1]) / 2
    v_mid = (v[1:] + v[:-1]) / 2
    return np.sum(u[:-1] * v[:-1] + 4 * u_mid * v_mid + u[1:] * v[1:]) / 6


# Orthonormality in real space.
ortho_dev = max(abs(overlap(c, np.roll(c, m)) - (m == 0)) for m in range(12))
assert ortho_dev < 1e-13

# Inverse square root of the hat overlap matrix, by diagonalization.
hat = (nodes == 0).astype(float)
s0 = overlap(hat, hat)
s1 = overlap(hat, np.roll(hat, 1))
size = 121
overlap_matrix = (s0 * np.eye(size) + s1 * np.eye(size, k=1)
                  + s1 * np.eye(size, k=-1))
eigval, eigvec = np.linalg.eigh(overlap_matrix)
root_column = (eigvec / np.sqrt(eigval)) @ eigvec[size // 2]
lowdin_dev = np.max(np.abs(root_column[size // 2:size // 2 + 41]
                           - c[half_width:half_width + 41]))
assert lowdin_dev < 1e-12

# phi(0.3) by direct inverse transform of beta_hat / sqrt(G).
x_test = 0.3
dk = 2 * np.pi / 64
k_line = dk * np.arange(1, 64 * 2000 + 1)
phi_hat = (np.sinc(k_line / (2 * np.pi)) ** 2
           / np.sqrt((2 + np.cos(k_line)) / 3))
phi_inverse = dk / np.pi * (0.5 + np.sum(phi_hat * np.cos(k_line * x_test)))
phi_spline = np.interp(x_test, nodes, c)
cutoff_bound = 4 * np.sqrt(3) / (np.pi * k_line[-1])
assert abs(phi_inverse - phi_spline) < cutoff_bound


# Binomial series and two-sided bounds.
def central(j):
    return mp.binomial(2 * j, j) / mp.mpf(4) ** j


for n in range(0, half_width + 1, 5):
    series = mp.sqrt(6 * r_mp) * (-r_mp) ** n * mp.fsum(
        central(j) * central(n + j) * r_mp ** (2 * j) for j in range(90))
    assert abs(series / c_mp[n] - 1) < mp.mpf(10) ** (-30)
for n in range(half_width + 1):
    lower = mp.sqrt(6 * r_mp) * central(n) * r_mp ** n
    upper = mp.mpf(3) ** 0.25 * central(n) * r_mp ** n
    assert lower <= abs(c_mp[n]) <= upper


# Leading law and its first correction.
def c_leading(n):
    return (-1) ** n * mp.mpf(3) ** 0.25 * r_mp ** n / mp.sqrt(mp.pi * n)


correction = 1 / (4 * np.sqrt(3))
measured_correction = {}
for n in (50, 100, 200):
    ratio = fourier_coefficient(inv_root, n) / c_leading(n)
    measured_correction[n] = float(n * (1 - ratio))
    assert abs(measured_correction[n] - correction) < 1.0 / n

# One-sided orthonormal generator: a pole replaces the branch point.
one_sided = np.where(nodes >= 0,
                     np.sqrt(6 * r) * (-r) ** np.abs(nodes).astype(float), 0.0)
one_sided_dev = max(abs(overlap(one_sided, np.roll(one_sided, m)) - (m == 0))
                    for m in range(12))
assert one_sided_dev < 1e-13

# Two-scale filter: real-space projection against Fourier coefficients.
phi_half = np.interp(nodes / 2, nodes, c)
h_values = [float(fourier_coefficient(filter_k, n)) for n in range(13)]
for n in range(13):
    projected = np.sqrt(2) * 0.5 * overlap(phi_half, np.roll(c, n))
    assert abs(projected - h_values[n]) < 1e-13


def h_leading(n):
    sign = (1, 1, -1, -1)[n % 4]
    return (sign * mp.sqrt(3) / 2 * mp.mpf(1.5) ** 0.25
            * r_mp ** (mp.mpf(n) / 2) / mp.sqrt(mp.pi * n))


h_ratio = {}
for n in (50, 51, 100, 101, 200, 203):
    h_ratio[n] = float(fourier_coefficient(filter_k, n) / h_leading(n))
    assert abs(h_ratio[n] - 1) < 3.0 / n


# Kinetic matrix: slopes in real space against the pole formula.
def kinetic(u, v):
    return 0.5 * np.sum(np.diff(u) * np.diff(v))


t_reduced = [kinetic(c, np.roll(c, n)) for n in range(13)]
for n in range(13):
    formula = 3 * np.sqrt(3) * (-r) ** n - 3 * (n == 0)
    assert abs(t_reduced[n] - formula) < 1e-12

# Worked example: electron on a one-dimensional grid.
spacing = 0.5  # angstrom
energy_unit = (const.hbar ** 2 / (const.m_e * (spacing * const.angstrom) ** 2)
               / const.e)  # eV
hartree = const.physical_constants["Hartree energy in eV"][0]


def l2_error(m_keep):
    tail = np.where(np.abs(nodes) > m_keep, c, 0.0)
    return np.sqrt(overlap(tail, tail))


def l2_bound(m_keep):
    return r ** (m_keep + 0.5) / np.sqrt(np.pi * (m_keep + 1))


for m_keep in range(21):
    assert l2_error(m_keep) <= l2_bound(m_keep)

print(f"r = 2 - sqrt(3): {r:.8f}; sqrt(r): {np.sqrt(r):.8f}")
print(f"hat overlaps, same site and neighbour: {s0:.6f} {s1:.6f}")
print(f"Fourier-sum deviation from G: {gram_dev:.1e}")
print(f"largest orthonormality deviation: {ortho_dev:.1e}")
print(f"deviation from matrix inverse root: {lowdin_dev:.1e}")
print(f"phi(0.3) inverse transform, spline: "
      f"{phi_inverse:.5f} {phi_spline:.5f}")
print("n, c_n, leading law, ratio c_n/law (dimensionless)")
print(f"0 {float(c_mp[0]):.8f} (law not defined)")
for n in (1, 2, 3, 4, 5, 6, 8, 10, 20):
    law = c_leading(n)
    print(f"{n} {float(c_mp[n]):.7e} {float(law):.7e} "
          f"{float(c_mp[n] / law):.6f}")
print(f"correction coefficient 1/(4 sqrt 3): {correction:.6f}")
for n, value in measured_correction.items():
    print(f"n(1-ratio) at n={n}: {value:.6f}")
print(f"one-sided generator deviation: {one_sided_dev:.1e}")
print("n, filter h_n (dimensionless)")
for n in range(7):
    print(f"{n} {h_values[n]:.8f}")
print(f"h_n/law at n=100, 200: {h_ratio[100]:.6f} {h_ratio[200]:.6f}")
print(f"grid spacing: {spacing:.2f} angstrom")
print(f"hbar^2/(m spacing^2): {energy_unit:.5f} eV")
print("n, kinetic element t_n (eV)")
for n in range(6):
    print(f"{n} {t_reduced[n] * energy_unit:.6f}")
print(f"t_0 converted: {t_reduced[0] * energy_unit / hartree:.6f} hartree")
print("M, L2 error, bound, overlap defect, energy error (eV)")
for m_keep in (1, 2, 4, 6, 8, 10):
    kept = np.where(np.abs(nodes) <= m_keep, c, 0.0)
    defect = max(abs(overlap(kept, np.roll(kept, m)) - (m == 0))
                 for m in range(2 * m_keep + 2))
    energy_error = (kinetic(kept, kept) / overlap(kept, kept)
                    - t_reduced[0]) * energy_unit
    print(f"{m_keep} {l2_error(m_keep):.3e} {l2_bound(m_keep):.3e} "
          f"{defect:.3e} {energy_error:.3e}")
target = 1e-6
m_needed = next(m for m in range(half_width) if l2_error(m) < target)
print(f"smallest M with L2 error below {target:.0e}: {m_needed}")
print(f"L2 error at that M: {l2_error(m_needed):.3e}")
print("done: every assertion held")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 109, in <module>
    assert abs(measured_correction[n] - correction) < 1.0 / n
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program's arithmetic, not in the asymptotic law. The coefficient c_200 is about 10^(−116), but it was obtained by cancellation among terms of order one carried to only 90 digits, so rounding error swamped it and the correction measured at n = 200 was meaningless. The working precision is now 160 digits, which leaves more than 40 correct digits in c_200. No tested quantity, case or tolerance is changed.

Diff:

```diff
@@ -12,5 +12,7 @@
 from scipy import constants as const
 
-mp.mp.dps = 90
+# Coefficients as small as 1e-116 arise by cancellation among terms of
+# order one, so the working precision must reach well beyond that size.
+mp.mp.dps = 160
 r_mp = 2 - mp.sqrt(3)
 r = float(r_mp)
```

After the repair:

```
r = 2 - sqrt(3): 0.26794919; sqrt(r): 0.51763809
hat overlaps, same site and neighbour: 0.666667 0.166667
Fourier-sum deviation from G: 1.1e-10
largest orthonormality deviation: 2.2e-16
deviation from matrix inverse root: 6.7e-16
phi(0.3) inverse transform, spline: 0.85177 0.85177
n, c_n, leading law, ratio c_n/law (dimensionless)
0 1.29167548 (law not defined)
1 -1.7466323e-01 -1.9895636e-01 0.877897
2 3.5210113e-02 3.7696001e-02 0.934054
3 -7.8744243e-03 -8.2471161e-03 0.954809
4 1.8479457e-03 1.9137499e-03 0.965615
5 -4.4592140e-04 -4.5865131e-04 0.972245
6 1.0957677e-04 1.1218750e-04 0.976729
8 6.8528691e-06 6.9755749e-06 0.982409
10 4.4161601e-07 4.4795037e-07 0.985859
20 5.9996628e-13 6.0428168e-13 0.992859
correction coefficient 1/(4 sqrt 3): 0.144338
n(1-ratio) at n=50: 0.143721
n(1-ratio) at n=100: 0.144027
n(1-ratio) at n=200: 0.144182
one-sided generator deviation: 8.0e-18
n, filter h_n (dimensionless)
0 0.81764640
1 0.39729709
2 -0.06910098
3 -0.05194535
4 0.01697105
5 0.00999059
6 -0.00388326
h_n/law at n=100, 200: 0.995033 0.997518
grid spacing: 0.50 angstrom
hbar^2/(m spacing^2): 30.47986 eV
n, kinetic element t_n (eV)
0 66.938412
1 -42.437252
2 11.371028
3 -3.046858
4 0.816403
5 -0.218755
t_0 converted: 2.459941 hartree
M, L2 error, bound, overlap defect, energy error (eV)
1 3.931e-02 5.533e-02 5.486e-02 -6.417e-01
2 8.788e-03 1.211e-02 1.225e-02 -2.904e-02
4 4.975e-04 6.732e-04 6.927e-04 -8.651e-05
6 3.042e-05 4.085e-05 4.233e-05 -3.142e-07
8 1.935e-06 2.587e-06 2.691e-06 -1.251e-09
10 1.260e-07 1.680e-07 1.752e-07 -5.265e-12
smallest M with L2 error below 1e-06: 9
L2 error at that M: 4.926e-07
done: every assertion held
```
